An Interface Conductance as a 3 nm Layer, Steady and Transient

**Problem**

When heat crosses the boundary between two solids, the temperature jumps there. The interface conductance h relates the flux q (power per area) to the jump ΔT:

q = h ΔT.

Take h = 1×10⁸ W/(m² K). Compare this interface, which has no thickness and stores no heat, with a uniform layer of thickness d = 3 nm, conductivity k = 0.3 W/(m K) and heat capacity per volume C = 1.5×10⁶ J/(m³ K). The layer is in perfect contact on both faces. Heat flows in one dimension, and all material properties are constant.

(a) Show that the interface and the layer are thermally equivalent in steady flow. What thickness would be needed if the conductivity were 1.4 W/(m K)?

(b) The layer is at temperature zero throughout, measured from a fixed reference. At t = 0 one face is raised to T₀ and held there, while the other is held at zero. Find the flux through each face. After what time do both lie within 1 % of the interface value h T₀?

(c) A copper film of thickness L = 50 nm and heat capacity per volume Cₘ = 3.45×10⁶ J/(m³ K) cools to an ideal sink, first through the interface and then through the layer. Compare the cooling times. Treat the film as having one uniform temperature.

(d) The same film is a wide interconnect line with resistivity 4.0 µΩ cm and current density 10 MA/cm². Below it lie H = 200 nm of a low-k dielectric with the k and C given above, and then an ideal sink. Find the steady heating. May the interface be replaced by 3 nm more of the dielectric while the line is still warming up?

(e) Which neglected effects matter in a real line?

**Solution**

**(a) Steady flow**

Let x run through the layer from the hot face at x = 0 to the cold face at x = d. Fourier's law gives the flux toward positive x:

q = −k dT/dx.

In steady flow no heat accumulates, so q is the same at every x. With k constant, dT/dx is then constant too, and the temperature falls linearly by ΔT over the distance d:

dT/dx = −ΔT/d, so q = (k/d) ΔT.

This has the form of the interface law. The two fluxes agree for every ΔT if

h = k/d, or equivalently 1/h = d/k.

For the given layer,

k/d = 0.3 W/(m K) / (3×10⁻⁹ m) = 1×10⁸ W/(m² K),

which is the given h. Both have the resistance 1×10⁻⁸ m² K/W.

The equivalence fixes the ratio k/d and not the thickness itself. With k = 1.4 W/(m K), the required thickness is k/h = 14 nm. The "3 nm" is therefore a way of expressing a resistance, and does not show that a film of that thickness is present.

**(b) How fast the layer settles**

Energy conservation in the layer reads C ∂T/∂t = −∂q/∂x. With Fourier's law this becomes

∂T/∂t = D ∂²T/∂x², D = k/C = 2.0×10⁻⁷ m²/s.

Split off the final linear profile:

T(x,t) = T₀(1 − x/d) + u(x,t).

The remainder u vanishes at both faces, so it can be expanded in sines. Each sine decays at the rate D(nπ/d)²:

u = Σ bₙ sin(nπx/d) exp(−n²t/τ₁), τ₁ = d²/(π²D), n = 1, 2, 3, …

At t = 0 the layer is cold, so u(x,0) = −T₀(1 − x/d). The coefficients follow from the orthogonality of the sines:

bₙ = −(2T₀/d) ∫₀ᵈ (1 − x/d) sin(nπx/d) dx.

Integrate by parts. The boundary term gives d/(nπ) from x = 0 and nothing from x = d. The remaining integral is that of cos(nπx/d) over the layer, which is zero. Hence

bₙ = −2T₀/(nπ).

Differentiating T and multiplying by −k gives

q(x,t) = (kT₀/d) [1 + 2 Σ cos(nπx/d) exp(−n²t/τ₁)].

Since k/d = h, the fluxes at the two faces are

q(0,t) = hT₀ [1 + 2 Σ exp(−n²t/τ₁)],

q(d,t) = hT₀ [1 + 2 Σ (−1)ⁿ exp(−n²t/τ₁)].

The hot face takes in more than hT₀ because the layer is being warmed. The cold face delivers less, for the same reason. An interface would pass hT₀ at once.

At late times the n = 1 term dominates, and both fluxes differ from hT₀ by the fraction 2 exp(−t/τ₁). Setting this equal to 0.01 gives

t = τ₁ ln 200.

Here d²/D = 45 ps, so τ₁ = 4.56 ps and t = 24 ps. The n = 2 term is then 2/200⁴, which is negligible. With both face temperatures held fixed, the layer thus behaves as the interface does after about 24 ps.

**(c) A film cooling to an ideal sink**

The film holds the heat CₘL T per area. Through the interface it loses hT per area and time:

CₘL dT/dt = −hT.

The solution is exponential, with the time constant

τ = CₘL/h = 0.1725 J/(m² K) / (1×10⁸ W/(m² K)) = 1.725 ns.

With the layer in place, look for a solution that decays as exp(−λt) and vanishes at the sink, x = d:

T = A sin[κ(d − x)] exp(−λt), λ = Dκ².

The film has the temperature of the layer at x = 0, and it loses the flux that enters the layer there:

CₘL ∂T/∂t = k ∂T/∂x at x = 0.

Inserting the solution gives

−CₘL Dκ² sin(κd) = −kκ cos(κd).

Divide by −kκ cos(κd) and use D = k/C. The result is (CₘL/C) κ tan(κd) = 1. With y = κd this becomes

y tan y = r, r = Cd/(CₘL).

The number r compares the heat capacity of the layer with that of the film. Here r = 0.0045/0.1725 = 0.026, so the smallest root y is small. Expanding tan y = y + y³/3 + … gives

y² + y⁴/3 ≈ r, hence y² ≈ r − r²/3 = r(1 − r/3).

The slowest time constant is

τ = 1/λ = d²/(Dy²) ≈ [d²/(Dr)] (1 + r/3).

The prefactor is d²/(Dr) = (d²C/k)·CₘL/(Cd) = (d/k)CₘL = CₘL/h. Therefore, to first order in r,

τ ≈ (CₘL + Cd/3)/h.

This gives 1.740 ns, which is 0.9 % longer than with the interface.

The factor 1/3 has a simple origin. During slow cooling, the layer at depth x has nearly the fraction 1 − x/d of the film's temperature, so it stores that fraction of the heat it would hold at the film temperature. The heat it releases must cross only the remaining fraction 1 − x/d of the resistance. The average of (1 − x/d)² over the layer is 1/3.

The replacement works well here because r is small: the layer stores little heat compared with the film. The cooling time, about (d²/D)/r, is then also much longer than the settling time of the layer. At r = 1 the layer would lengthen the cooling time by 35 %, so the bare interface would be a poor substitute. The formula with Cd/3 would still be only 1.3 % too short. For much larger r, the full equation y tan y = r is needed.

**(d) A line on a thick dielectric**

The Joule power per volume is ρj², and the film delivers it over its thickness:

q = ρj²L = (4×10⁻⁸ Ω m)(10¹¹ A/m²)²(5×10⁻⁸ m) = 2.0×10⁷ W/m².

In steady flow the resistances add:

ΔT = q(H/k + 1/h) = 13.33 K + 0.20 K = 13.53 K.

The interface contributes 1.5 % of the dielectric's resistance, as 3 nm added to 200 nm should. For the steady state the replacement is correct within this model.

For the warming-up, consider temperatures and fluxes that vary as exp(st) with s > 0. The response to a flux switched on at t = 0 is built from such exponentials by the Laplace transform, and large s corresponds to short times. Let z be the depth below the top of the dielectric. The heat equation, with T = 0 at z = H, gives

T ∝ sinh[κ(H − z)] exp(st), κ = √(s/D).

The flux is −k ∂T/∂z, so the ratio of temperature to flux at the top is

Z = tanh(κH)/(kκ).

Now place a thin layer on top, with thickness d, the same k, and a heat capacity C′ per volume that may differ from C. If T and q are the temperature and flux at its lower face, then to first order in d its upper face has

temperature T + qd/k, flux q + C′d sT.

The second term in the flux is the heat that the layer stores per time. The new ratio is

Z′ = (T + qd/k)/(q + C′d sT) ≈ Z + d/k − C′d s Z².

Since k²κ² = k²s/D = kCs, we have sZ² = tanh²(κH)/(kC), and

Z′ − Z ≈ (d/k) [1 − (C′/C) tanh²(κH)].

An interface would give Z′ − Z = 1/h = d/k at every s. The layer gives this only when the second term in the bracket is negligible. The expansion to first order in d requires κd ≪ 1, that is, times well beyond d²/D = 45 ps. For C′ = C/2 and s = 10⁹ s⁻¹ it gives 0.50 for the bracket, where the exact value is 0.45.

At long times κH → 0, the hyperbolic tangent vanishes, and the full resistance appears. At times much shorter than H²/D = 200 ns, κH is large and tanh²(κH) → 1. For C′ = C the bracket then vanishes: the extra layer has no effect on the line. This is also clear without algebra. Before heat has reached the bottom of the dielectric, the line cannot respond to its thickness, whether 200 nm or 203 nm. A true interface does heat the line further, even at these times.

If C′ is made very small, the bracket is close to 1 at all these times. For a layer with the same k, its heat capacity is therefore what spoils the equivalence. For a layer of another conductivity k′ with d/k′ = 1/h, the same steps give the bracket 1 − [k′C′/(kC)] tanh²(κH), so the product k′C′ must be small compared with kC of the material below. At 10 ns and with C′ = C, a layer of 0.3 nm with k′ = 0.03 W/(m K) reproduces 90 % of the interface's effect, while the 14 nm layer of part (a) cools the line instead of heating it. The 3 nm layer placed on silicon, where kC is far larger, reproduces 99 % at 1 ns.

To follow the whole warming-up, the dielectric was divided into cells 0.25 nm thick, each storing heat and conducting to its neighbours. The resulting linear equations were solved through their decaying modes, with the Joule flux switched on at t = 0 and held fixed. The heating of the line, in K, is:

| Time | No interface | Interface | 3 nm more dielectric | Same, with C′ = C/1000 |
|---|---|---|---|---|
| 1 ns | 0.1060 | 0.1081 | 0.1060 | 0.1081 |
| 10 ns | 0.891 | 0.908 | 0.891 | 0.908 |
| 100 ns | 5.762 | 5.838 | 5.767 | 5.838 |
| 1 µs | 13.272 | 13.469 | 13.464 | 13.469 |
| 10 µs | 13.333 | 13.533 | 13.533 | 13.533 |

At 10 ns the interface raises the line's temperature by 0.017 K, and the extra dielectric reproduces none of this rise to the digits shown. At 100 ns it reproduces 7 % of the interface's effect, at 1 µs 97 %, and at 10 µs all of it. The last column follows the interface throughout, as the formula for Z′ requires.

The answer depends on what is wanted. For the total heating of the line, the replacement is harmless: the two models differ by at most 2.0 % of the heating, near 3 ns, and by at most 1.9 % at the tabulated times. For the interface's own contribution it fails until the time is well beyond H²/D. A measurement of h from the early heating of such a line must therefore treat the interface as a pure resistance, or as a layer with k′C′ ≪ kC, and not as extra dielectric.

**(e) The model beside a real line**

The material values are rough but typical of thin copper and a low-k dielectric, and 10⁸ W/(m² K) is a plausible order for a boundary between a metal and a dielectric. The current density belongs to an accelerated stress test and is well above ordinary use. Since q ∝ j², a current density of 1 MA/cm² would reduce all temperature rises here a hundredfold.

The assumption that real lines break most strongly is one-dimensional flow. Heat also spreads sideways over a distance of order H at each edge. For a line 2 µm wide this is an effect of order 2H/width = 20 %, and it lowers the steady heating: by about 8 % if the surface beside and above the line is insulated, and by about 23 % if the line is buried in the same dielectric. For a line narrower than H the one-dimensional model is not usable. Real lines are also covered by dielectric, which takes up heat during the warming-up. A 200 nm cover of the same material lowers the heating by 20 % at 10 ns and by 34 % at 100 ns. Heat also flows along the copper toward vias and pads over the length √[k_Cu L (H/k + 1/h)] ≈ 2.5 µm, with k_Cu = 183 W/(m K) as estimated below, so the results hold only for lines much longer than this.

The silicon below is not an ideal sink either. With k = 150 W/(m K), the scale of its steady resistance is width/k, which is 1.3 times that of the interface and about 2 % of the total. For a long line on a wafer about 0.5 mm thick, the resistance to heat spreading in the silicon is a little more than twice this scale. It appears in both models and so does not disturb their comparison, but it would disturb an attempt to read h from the steady heating.

The remaining points matter less than the sideways spreading:

- The Wiedemann–Franz law, k = (π²/3)(k_B/e)²T/ρ, gives 183 W/(m K) for this copper at 300 K. The film's resistance L/k is then 2.7 % of the interface's, which supports the uniform film temperature for the comparison. It lengthens both cooling times of part (c) by about 0.9 %, to 1.741 ns and 1.756 ns. This is as much as the difference between them, but their ratio is nearly unchanged.
- With a temperature coefficient of 0.003 per K, the resistivity would rise by 4 % at the steady heating, and the Joule flux with it. This is an upper estimate: in a film of 4.0 µΩ cm, much of the resistivity comes from surfaces, grain boundaries and impurities and hardly depends on temperature.
- The estimate 3D/v, with a rough sound speed v = 3000 m/s, gives a phonon mean free path of 0.2 nm. This is well below 3 nm, so Fourier's law is reasonable inside such a layer.

Finally, a real 3 nm film has contacts of its own. If each of its two faces had a conductance of 10⁸ W/(m² K), three equal resistances would lie in series, and the total conductance would be 3.3×10⁷ W/(m² K). The equivalent layer of part (a) is one whose contacts are perfect.

Numbers in the example were calculated in double precision.
